# Resistivity fits for silicide films: thickness-proportional grains and parameter degeneracy

## Definitions and conventions

A film of thickness $d$ carries current along $x$; $z$ is normal to the film. Its lateral grain size is $D$. The bulk resistivity is $\rho_0$, the bulk mean free path $\lambda$, and both surfaces reflect a fraction $p$ of the carriers specularly. Define

$$q=1-p,\quad \kappa=d/\lambda,\quad x=\lambda/d,\quad \alpha=\Gamma\lambda/D .$$

As an expansion parameter, $x$ always means $\lambda/d$. The dimensionless grain-boundary strength $\Gamma$ is related to the customary fit parameter $R$ by $\Gamma=R/(1-R)$.

The model assumes a spherical Fermi surface, linear response, an isotropic bulk relaxation time $\tau$, and randomly placed boundary planes normal to the current. With carrier density $n=k_F^3/(3\pi^2)$, $\rho_0=m/(ne^2\tau)$ and $\lambda=\hbar k_F\tau/m$,

$$A\equiv\rho_0\lambda=\frac{\hbar k_F}{ne^2}.$$

The time $\tau$ has cancelled, so $A$ is held fixed while $\rho_0$ is fitted, and $\lambda=A/\rho_0$ follows. The parameters are $\theta=(\ln\rho_0,p,\Gamma)$. The data are $y_i=\ln\rho_i$ with independent Gaussian noise of standard deviation $\sigma$.

If $D=cd$ in every film, $p$ and $\Gamma$ cannot be separated at first order in $\lambda/d$. The full model separates them weakly at second order. The degeneracy is therefore approximate, and its strength must be computed.

## Grain-boundary relaxation

Model a boundary as the barrier $S_b\delta(x)$, with $S_b$ an energy times a length. For unit incident amplitude, continuity gives $1+a=t$, where $a$ and $t$ are the reflected and transmitted amplitudes. The jump in slope gives $ik(t-1+a)=(2mS_b/\hbar^2)t$. Inserting $a=t-1$,

$$t=\frac1{1+i\eta},\quad \eta=\frac{mS_b}{\hbar^2k},\quad \frac{r}{1-r}=\eta^2,$$

where $r=1-|t|^2$.

A carrier with direction cosine $u_x$ meets planes at the rate $v_F|u_x|/D$, so its velocity flips at $W=v_F|u_x|r(k_x)/D$. The populations $f_\pm$ at $\pm k_x$ obey $\dot f_\pm=-W(f_\pm-f_\mp)$. Their difference, which carries the current, decays at $2W$.

This rate treats successive encounters as independent, but a carrier reflected between fixed planes meets the same planes again. Summing the multiple reflections incoherently makes $(1-T_L)/T_L$ additive, where $T_L$ is the transmission through a length $L$ of material, so $L/D$ planes give $(L/D)\,r/(1-r)$. The flip equations give $WL/(v_F|u_x|)$ for the same quantity. For fixed planes with no bulk scattering between them, $r$ in $W$ must therefore be replaced by $r/(1-r)$; the two agree for weak reflection. With $k_x=k_Fu_x$,

$$2W\tau=\frac{2\lambda|u_x|}{D}\,\frac{r_F}{1-r_F}\,\frac1{u_x^2}
=\frac{\alpha}{|u_x|},\quad \Gamma=\frac{2r_F}{1-r_F}.$$

Here $r_F$ is the one-plane reflection probability at normal incidence. It differs from $R$ because of the factor two. The total relaxation rate is $H/\tau$, with $H=1+\alpha/|u_x|$.

## Film conductivity

Let $F$ be the force on a carrier and write the departure from equilibrium as $\delta f=-(\partial f_0/\partial\varepsilon)Fv_F\tau g$. The stationary Boltzmann equation is

$$v_z\frac{\partial\delta f}{\partial z}+Fv_x\frac{\partial f_0}{\partial\varepsilon}=-\frac{H}{\tau}\delta f .$$

Divide by $-(\partial f_0/\partial\varepsilon)Fv_F$ and measure $z$ in units of $\lambda$. For $\mu=\cos\vartheta>0$ this becomes

$$\mu g'+Hg=u_x,\quad u_x=\sin\vartheta\cos\varphi .$$

By mirror symmetry, carriers arriving at $z=0$ have the distribution that upward carriers have at $z=\kappa$. Hence $g(0)=pg(\kappa)$. The general solution is $g=(u_x/H)(1-Ce^{-Hz/\mu})$. With $E=e^{-\kappa H/\mu}$, the boundary condition gives

$$1-C=p(1-CE)\quad\Rightarrow\quad C=\frac{1-p}{1-pE}.$$

The average of $e^{-Hz/\mu}$ over the film is $\mu(1-E)/(H\kappa)$. The conductivity ratio is $(3/4\pi)\int u_x\langle g\rangle d\Omega$; the prefactor gives unity for $g=u_x$. Eight equal octants turn it into $6/\pi$ times an integral over $0<\vartheta,\varphi<\pi/2$:

$$\frac{\rho_0}{\rho}=f(\alpha)-\frac{6q}{\pi\kappa}\int\!\!\int
\frac{\cos^2\varphi\cos\vartheta\sin^3\vartheta}{H^2}\,
\frac{1-E}{1-pE}\,d\vartheta d\varphi .$$

The first term uses $u=|u_x|$ as polar cosine and polynomial division:

$$f=3\int_0^1\frac{u^3du}{u+\alpha}
=3\int_0^1\left(u^2-\alpha u+\alpha^2-\frac{\alpha^3}{u+\alpha}\right)du,$$

$$f=1-\frac{3\alpha}{2}+3\alpha^2-3\alpha^3\ln\left(1+\frac1\alpha\right).$$

A direct finite-volume solution of the Boltzmann equation was compared with this formula at $(\kappa,\alpha,p)=(0.8,0.5,0)$, $(1.1,0.35,0.3)$ and $(4,0.1,0.8)$. The largest relative difference was $3\times10^{-5}$.

## Origin and lifting of the degeneracy

Set $D=cd$ and $b=\Gamma/c$, so that $\alpha=bx$. For $x\ll1$, $E$ is exponentially small. Expand $H^{-2}=1-2\alpha/(\sin\vartheta\cos\varphi)+\cdots$. The leading surface loss is

$$\frac{6qx}{\pi}\,\frac{\pi}{4}\,\frac14=\frac{3qx}{8}.$$

The factors are the integrals of $\cos^2\varphi$ and $\cos\vartheta\sin^3\vartheta$. The next term reduces this loss by

$$2\alpha\,\frac{6qx}{\pi}\int_0^{\pi/2}\!\cos\varphi\,d\varphi
\int_0^{\pi/2}\!\cos\vartheta\sin^2\vartheta\,d\vartheta=\frac{4bq}{\pi}x^2 .$$

Therefore

$$\frac{\rho_0}{\rho}=1-Sx+Tx^2+\cdots,\quad
S=\frac{3q}{8}+\frac{3b}{2},\quad T=3b^2+\frac{4bq}{\pi}.$$

Inversion through second order gives $\rho/\rho_0=1+Sx+C_2x^2+\cdots$, with

$$C_2=S^2-T=-\frac{3b^2}{4}+\left(\frac98-\frac4\pi\right)bq+\frac{9q^2}{64}.$$

At first order, $\rho=\rho_0+AS/d$: a straight line in $1/d$ has an intercept and a slope, which fix $\rho_0$ and $S$ but not $p$ and $\Gamma$ separately. Holding $S$ fixed requires $\delta q=-4\delta b$, or $\delta\Gamma=c\,\delta p/4$. Smoother surfaces are then compensated by stronger grain boundaries. Along this direction $S^2$ is constant, so

$$\frac{dC_2}{db}=-\frac{dT}{db}=-\left(6b+\frac{4q}{\pi}\right)+\frac{16b}{\pi}
=-\left(6-\frac{16}{\pi}\right)b-\frac4\pi q .$$

Both terms are negative for $b,q>0$, so the second order distinguishes the parameters. In this thick-film limit the distinction fades when both scattering strengths tend to zero. In films only about one mean free path thick it can nearly vanish at finite $\Gamma$, as the worked example shows near $p=0.96$.

## Singular values and their thick-film scaling

Define $J_{ij}=\sigma^{-1}\partial\ln\rho_i/\partial\theta_j$ and decompose $J=U\Sigma V^T$. For small noise, with $\nu$ the noise vector in units of $\sigma$, the least-squares error is

$$\hat\theta-\theta=(J^TJ)^{-1}J^T\nu=V\Sigma^{-1}U^T\nu .$$

Since $\langle\nu\nu^T\rangle=1$, the covariance is $V\Sigma^{-2}V^T$. The standard error along the parameter direction $v_k$ is $1/s_k$. Rescaling parameters changes the singular values but not the exact rank, so the choice of $\theta$ must accompany any quoted value.

Now multiply every $d$ and $D$ by $L$. The $\ln\rho_0$ column remains of order one, while the other two are of order $L^{-1}$. Along $w=(0,1,c/4)$ the first order cancels and $|Jw|$ is of order $L^{-2}$. The min-max property of singular values then bounds $s_2$ by order $L^{-1}$ and $s_3$ by order $L^{-2}$.

With at least three different thicknesses, the vectors with entries $1$, $1/d_i$ and $1/d_i^2$ are independent. The product $s_1s_2s_3=\sqrt{\det J^TJ}$ is then of order $L^{-3}$, so both bounds are attained:

$$s_1\propto1,\quad s_2\propto L^{-1},\quad s_3\propto L^{-2}.$$

For the example below, changing $L$ from 100 to 200 gives decay exponents $-0.003$, $0.993$ and $1.967$.

If $D$ varies independently, the first-order law is

$$\rho=\rho_0+A\left(\frac{3q}{8d}+\frac{3\Gamma}{2D}\right).$$

The three parameters are separated at this order if $1$, $1/d_i$ and $1/D_i$ are linearly independent over the films. Keeping $D$ constant does not satisfy this condition: the boundary term then merges with $\rho_0$.

## Fitting scheme

Let $\ell(\theta)$ be the vector of model values $\ln\rho_i$, and $e=(y-\ell)/\sigma$. Each step minimizes $|e-J\delta|^2+\beta|\delta|^2$, where $\beta$ is the damping. Setting the derivative to zero gives $(J^TJ+\beta)\delta=J^Te$, hence

$$\delta=\sum_k v_k\frac{s_k}{s_k^2+\beta}(u_k\cdot e).$$

```
input y, d, D, sigma, A, start theta
beta = 1; e = (y - model(theta)) / sigma
repeat, up to an iteration limit:
    for each parameter j:
        J[:,j] = Im model(theta + i*h*unit_j) / (h*sigma)
    U, s, V = SVD(J)
    delta = sum_k V_k * s_k/(s_k^2+beta) * dot(U_k, e)
    trial = theta + delta
    if trial is admissible and its misfit is smaller:
        accept trial; update e; beta = beta/10
    else:
        beta = 10*beta
    stop if |delta| is below tolerance
recompute J at the fit
report s, V, covariance and misfit profile in p
```

The derivative follows from $\mathrm{Im}\,\ell(\theta+ih)/h=\ell'(\theta)+O(h^2)$ for each parameter. No nearly equal numbers are subtracted, so $h=10^{-20}$ can be used. Every function in the model must be analytic and accept complex arguments; an absolute value, for example, would spoil the derivative.

**Cost.** For $N$ films, $M$ parameters and $n_g$ Gauss nodes per angle, one model call needs $Nn_g^2$ kernel values. A Jacobian needs $M$ times as many, and the decomposition costs of order $NM^2$. With $N=8$, $M=3$ and $n_g=24$, these are 4608 and 13,824 kernel values. In the example, 24 and 80 nodes agree within $10^{-5}$ in $\ln\rho$.

**Stability.** Working from $J$ avoids forming $J^TJ$, whose condition number is the square of that of $J$. Damping controls the step; it adds no information about the parameters. A converged damped fit is still a least-squares minimum, though possibly a local one; the profile in $p$ shows whether there are others. Discarding the weak singular vector, by contrast, would return a value of $p$ set largely by the starting point, with a misleadingly small error bar.

## Worked example

The chosen truth is $\rho_0=15\ \mu\Omega\,\mathrm{cm}$, $p=0.30$ and $\Gamma=0.40$, with $n=3\times10^{22}\ \mathrm{cm^{-3}}$. Then $R=0.4/1.4=0.286$, $r_F=0.4/2.4=0.167$, $A=1.316\times10^{-15}\ \Omega\,\mathrm{m^2}$, and

$$\lambda=\frac{1.3164\times10^{-15}}{1.5\times10^{-7}}\ \mathrm m=8.78\ \mathrm{nm}.$$

There are two films at each thickness of 10, 20, 40 and 80 nm, with 2% noise. In the proportional design $D=d$. In the independent design each thickness occurs with $D=10$ and 40 nm. Thicknesses, film count, noise level and true parameters are the same; the distribution of grain sizes is not.

For $d=D=10$ nm, $x=0.878$ and $S=0.375(0.7)+1.5(0.4)=0.8625$. The first-order law gives

$$\rho\simeq15\,[1+0.8625(0.878)]=26.4\ \mu\Omega\,\mathrm{cm},$$

against 26.1 from the full model, an error of 0.84% relative to the latter. Adding $C_2x^2=-0.071$ gives 25.3, which is worse. The expansion explains the thick-film degeneracy but should not replace the integral here.

| Quantity | $D=d$ | Independent $D$ |
|---|---:|---:|
| $s_1$ | 122 | 125 |
| $s_2$ | 35.0 | 36.2 |
| $s_3$ | 0.428 | 13.7 |
| $s_1/s_3$ | 286 | 9.12 |
| Linear error in $p$ | 2.21 | 0.072 |
| Linear error in $\Gamma$ | 0.77 | 0.023 |

The first two singular values barely differ; the loss of information is concentrated in the third. For $D=d$, the weak vector in $(\ln\rho_0,p,\Gamma)$ is $(-0.015,0.945,0.328)$. Its slope $\delta\Gamma/\delta p=0.35$ exceeds the thick-film value 0.25 because higher orders in $\lambda/d$ matter here: the thinnest films are only about one mean free path thick.

An error of 2.21 in a quantity confined to $0\le p\le1$ is not a usable confidence interval. It says that the data leave $p$ essentially undetermined. With the same noise vector applied to both designs, the fits are:

- Proportional, with $0\le p\le1$ imposed: $\rho_0=14.7\ \mu\Omega\,\mathrm{cm}$, $p=0.96$, $\Gamma=0.64$, $\chi^2=5.97$.
- Independent: $\rho_0=14.5\ \mu\Omega\,\mathrm{cm}$, $p=0.20$, $\Gamma=0.42$, $\chi^2=5.18$.

Eight data and three parameters lead one to expect $\chi^2$ near five in the linear regime. Both fits look acceptable, yet the first has $p$ far from 0.30. Its displacement has slope $(0.637-0.400)/(0.962-0.300)=0.36$, close to that of the weak vector. The fit lies where the valley is flattest: along the noise-free valley $s_3$ falls from 0.83 at $p=0$ to 0.43 at $p=0.3$ and 0.010 at $p=0.95$, and it is 0.007 at this fit. For these noisy data $\chi^2$ stays between 5.97 and 6.72 over the whole range $0\le p\le1$ and is 6.24 at the true $p$.

Noise-free profiles show the same valley. With $p$ fixed at 0, 0.6 and 0.9 and the other parameters refitted, $\chi^2$ is 0.039, 0.009 and 0.016 for $D=d$. For independent grains it is 19.9, 15.7 and 56.3. The proportional profile is asymmetric about $p=0.3$. The thick-film result gives the direction of this asymmetry, since raising $p$ along the valley weakens the second-order distinction. It does not give the size: it predicts a ratio of about 1.65 between $\chi^2$ at $p=0$ and at $p=0.6$, whereas the full model gives about 4.4.

In 60 further noisy proportional data sets, 62% of the bounded fits ended within 0.01 of $p=0$ or 1, with a sampling error of about 6 percentage points. In 200 independent-design fits, the spread of $p$ was 0.072, as the linear covariance predicts.

Matching the independent design's error in $p$ by repetition would take about $(2.21/0.0716)^2\simeq950$ proportional sets. This assumes purely random noise, so that averaging continues to help. It matches only the one-standard-error interval: the proportional profile levels off at 0.016 for $p\ge0.9$, so 950 sets give $\chi^2\approx15$ there, against 56 to 74 for one independent set.

## Failure modes and the real case

**Unknown $A$.** If $A$ is also fitted, the independent first-order law still has three coefficients, $\rho_0$, $Aq$ and $A\Gamma$, but now four parameters. A relative increase $\epsilon$ in $A$ is compensated by $\delta p=q\epsilon$ and $\delta\Gamma=-\Gamma\epsilon$. The smallest singular value falls to 0.28. For $D=d$ there are two weak directions, with values 0.43 and 0.038. Independent grain sizes therefore suffice here only with outside knowledge of $A$.

**Systematic errors.** Suppose 0.5 nm of each film does not conduct but is counted in $d$. At 10 nm this alone multiplies the inferred resistivity by $10/9.5=1.053$. With the grain sizes left at their nominal values, the linear estimate of the bias in $p$ is $-1.04$ for proportional grains and $-0.22$ for independent grains. If the true grain size instead equals the conducting thickness, the proportional figures $-1.04$ and $-0.59$ (below) become $-1.48$ and $-0.73$. The first is too large for the linearization to hold: a nonlinear fit with $p$ allowed below zero shifts by $-0.59$, which still leaves the physical range. The second is about three standard errors. If the true $A$ is 20% above the assumed value, the independent fit shifts by $-0.12$ in $p$ and $+0.08$ in $\Gamma$.

**Temperature.** If $\rho_0\propto T$, a 10 K drift at 300 K changes the 10 nm film's resistivity by 1.9%, about the size of the assumed noise. Films measured at different temperatures can therefore imitate a thickness trend.

**Boundary model.** The rate $\alpha/|u_x|$ grows without limit at grazing incidence, as it should for fixed planes that become opaque. Putting $r(k_x)$ instead of $r/(1-r)$ in the flip rate lowers the grain-only resistivity at $D=10$ nm by 10.7%, but that form is the poorer one: it leaves planes with $r=1$ conducting. Solving the Boltzmann equation with fixed delta planes and isotropic bulk scattering gives $\rho/\rho_0=1.491$ for periodic and 1.488 for random spacing, against 1.497 from $f(\alpha)$ and 1.337 from the $r$ form. A real boundary need not have the angular dependence of a delta barrier; the effect of this on a fitted $\Gamma$ is not sized here. Size quantization is also left out. At 10 nm, $k_Fd/\pi\simeq31$, so about thirty subbands are occupied; this count alone does not give the resulting resistivity error.

The resistivity and carrier density are rough values in the regime of cobalt disilicide near room temperature; $p$ and $\Gamma$ are illustrative choices. Ten-nanometre grains in an 80 nm film may be stacked through the thickness, which would violate the assumption of planes spanning the film. The real Fermi surface is not a single sphere, which makes $A$ uncertain; the error can exceed the 20% used above: sharing the same density among three equal spheres multiplies $A$ by $3^{-1/3}=0.69$ and shifts the independent fit by $+0.20$ in $p$ and $-0.12$ in $\Gamma$. The synthetic data were generated by the fitted model, so they establish what this model can identify, not how well it describes a real silicide. The film-by-film values are in the numerical output.

## Values computed for the example and the checks

```
Fermi wave number: 9.613 1/nm
rho0*lambda: 1.3164e-15 ohm m^2
Bulk resistivity: 15.0 microohm cm
Mean free path: 8.776 nm
True p, Gamma: 0.30, 0.40
Customary R: 0.2857
One-plane reflection r: 0.1667
Noise: 2.0 %
Largest Boltzmann-test error: 3.0e-05
Films: d nm | D, clean, noisy (proportional) | same (independent)
10 | 10 nm, 26.134, 26.131 microohm cm | 10 nm, 26.134, 26.131 microohm cm
10 | 10 nm, 26.134, 26.687 microohm cm | 40 nm, 20.786, 21.225 microohm cm
20 | 20 nm, 20.601, 20.909 microohm cm | 10 nm, 24.202, 24.564 microohm cm
20 | 20 nm, 20.601, 20.902 microohm cm | 40 nm, 18.776, 19.050 microohm cm
40 | 40 nm, 17.810, 18.396 microohm cm | 10 nm, 23.293, 24.060 microohm cm
40 | 40 nm, 17.810, 17.386 microohm cm | 40 nm, 17.810, 17.386 microohm cm
80 | 80 nm, 16.409, 16.205 microohm cm | 10 nm, 22.863, 22.578 microohm cm
80 | 80 nm, 16.409, 15.982 microohm cm | 40 nm, 17.355, 16.903 microohm cm
proportional: singular values 122.256, 34.956, 0.428
  condition number 285.61
  weak vector (ln rho0,p,Gamma) -0.0154,0.9446,0.3278
  errors: rho0 3.89 %, p 2.2068, Gamma 0.7662
  p-Gamma correlation 0.9994
independent: singular values 125.327, 36.165, 13.744
  condition number 9.12
  weak vector (ln rho0,p,Gamma) 0.1824,0.9828,-0.0273
  errors: rho0 2.16 %, p 0.0716, Gamma 0.0230
  p-Gamma correlation -0.0410
Fit proportional: rho0 14.680 microohm cm, p 0.9622, Gamma 0.6373, chi2 5.971
Fit independent: rho0 14.523 microohm cm, p 0.1956, Gamma 0.4246, chi2 5.179
Proportional sets to match one independent set for p: 949.7
Thick-limit powers: -0.003, 0.993, 1.967
Thick-limit dGamma/dp: 0.2510
Fixed p=0.0: proportional chi2 0.0385, Gamma 0.2865; independent 19.858, 0.4046
Fixed p=0.6: proportional chi2 0.0088, Gamma 0.4967; independent 15.655, 0.3966
Fixed p=0.9: proportional chi2 0.0156, Gamma 0.5816; independent 56.287, 0.3941
Independent, 200 fits: p spread 0.0720
Proportional, 60 bounded fits: p at 0 or 1 in 61.7 %
A also free, proportional: 126.6500, 39.2299, 0.4287, 0.0381
A also free, independent: 131.7117, 37.1726, 15.9177, 0.2782
0.5 nm dead layer, proportional: dp -1.036, dGamma -0.267
True A 20 % higher, proportional: dp 0.024, dGamma 0.128
0.5 nm dead layer, independent: dp -0.225, dGamma 0.012
True A 20 % higher, independent: dp -0.121, dGamma 0.077
10 K drift at 300 K, rho0 proportional to T, 10 nm: 1.93 %
Saturated reflection, grain part, D=10 nm: -10.65 %
Subbands at 10 nm, kF*d/pi: 30.6
First-order law error, d=D=10 nm: 0.84 %
```
